# Meta-GGA stress with a rigid smooth core in PAW

**Q:** A meta-GGA is still a functional of local quantities. Why not take the GGA stress and add a volume term for the kinetic-energy density?

**A:** Because strain also changes the gradients inside that density, and these carry directions. I use Hartree atomic units and a periodic cell of volume $\Omega$. The smooth PAW orbitals $\psi_n$ have fixed occupations $f_n$, spin included, and

$$n_v=\sum_n f_n|\psi_n|^2,\qquad \tau_{ab}=\tfrac12\sum_n f_n\,\mathrm{Re}\,\partial_a\psi_n^*\partial_b\psi_n,\qquad \tau_v=\sum_a\tau_{aa}.$$

Each atom also carries a spherical smooth core density $n_c(x)$ and core kinetic-energy density $\tau_c(x)$, where $\mathbf x=\mathbf r-\mathbf R$. The energy to be strained is

$$E_{xc}=\int_\Omega e(n,s,\tau)\,d^3r,\quad n=n_v+\sum_{\mathbf R}n_c,\quad s=|\nabla n|^2,\quad \tau=\tau_v+\sum_{\mathbf R}\tau_c .$$

The sums run over all atoms and their periodic images. I assume that $e$ is differentiable and that no compensation charge enters it.

**Q:** What is held fixed during the strain? Without that, the derivative is ambiguous.

**A:** Under $\mathbf r=(1+\varepsilon)\mathbf r_0$, with $\varepsilon$ symmetric, I fix the fractional atomic positions, the fractional $\mathbf k$ points and the integer labels of the plane waves. First I also fix the orbital coefficients. The derivative is the symmetric tensor defined by $\delta E=\sum_{ab}(dE/d\varepsilon_{ab})\varepsilon_{ab}$; the stress is $\sigma_{ab}=\Omega^{-1}dE/d\varepsilon_{ab}$ and the pressure is $P=-\tfrac13\sum_a\sigma_{aa}$.

A fixed set of waves is not a fixed cutoff. In expansion every wavevector shrinks, so the same set reaches a lower kinetic energy. With an incomplete basis, the derivative at fixed cutoff differs by the basis-set, or Pulay, stress.

**Q:** Then show me where the tensor comes from.

**A:** An orbital is $\psi(\mathbf r)=\Omega^{-1/2}\sum_{\mathbf q}C_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}$. The phase $\mathbf q\cdot\mathbf r$ is unchanged at fixed fractional coordinates, so only the prefactor changes. To first order,

$$d^3r=(1+\mathrm{tr}\,\varepsilon)d^3r_0,\qquad \delta\psi=-\tfrac12(\mathrm{tr}\,\varepsilon)\psi,\qquad \frac{\partial}{\partial r_a}=\frac{\partial}{\partial r_{0a}}-\sum_b\varepsilon_{ab}\frac{\partial}{\partial r_{0b}} .$$

Squaring the orbital gives $\delta n_v=-(\mathrm{tr}\,\varepsilon)n_v$. In $\tau_v$ the prefactor again gives $-(\mathrm{tr}\,\varepsilon)\tau_v$. Each of the two gradients contributes once more:

$$-\tfrac12\sum_n f_n\sum_{ab}\varepsilon_{ab}\,\mathrm{Re}\left(\partial_b\psi_n^*\partial_a\psi_n+\partial_a\psi_n^*\partial_b\psi_n\right)=-2\sum_{ab}\varepsilon_{ab}\tau_{ab}.$$

Therefore

$$\delta\tau_v=-(\mathrm{tr}\,\varepsilon)\tau_v-2\sum_{ab}\varepsilon_{ab}\tau_{ab}.$$

With $v_\tau=\partial e/\partial\tau$, the last term contributes $-2\int v_\tau\tau_{ab}$, or written out,

$$-\sum_n f_n\int v_\tau\,\mathrm{Re}\,\partial_a\psi_n^*\partial_b\psi_n\,d^3r .$$

The factor 2 from two gradients has cancelled the $\tfrac12$ in $\tau_{ab}$.

**Q:** The core density and core kinetic-energy density are densities too. Surely they also acquire $-\mathrm{tr}\,\varepsilon$.

**A:** Not at a fixed material point $\mathbf r_0$. The valence density is diluted because the orbital is stretched with the cell. The core is carried along with its atom but keeps its shape. Its argument changes, since $\mathbf x\to(1+\varepsilon)\mathbf x$, while its height at a given distance does not. From

$$\delta x=\frac{\mathbf x\cdot\delta\mathbf x}{x}=\sum_{ab}\varepsilon_{ab}\frac{x_ax_b}{x}$$

we get, with a prime for the radial derivative,

$$\delta\tau_c(\mathbf r_0)=\sum_{ab}\varepsilon_{ab}\sum_{\mathbf R}\frac{x_ax_b}{x}\tau_c'(x),\qquad
\delta n_c(\mathbf r_0)=\sum_{ab}\varepsilon_{ab}\sum_{\mathbf R}\frac{x_ax_b}{x}n_c'(x).$$

**Q:** But in a plane-wave calculation the core is stored as Fourier coefficients with a factor $1/\Omega$. That factor does produce a volume term.

**A:** It does, and the two forms agree. Define the form factor and structure factor

$$t(G)=\int\tau_c(x)e^{-i\mathbf G\cdot\mathbf x}d^3x,\qquad S(\mathbf G)=\sum_{\mathbf R\in\text{cell}}e^{-i\mathbf G\cdot\mathbf R},$$

so that $\tau_c(\mathbf G)=S(\mathbf G)t(G)/\Omega$. The structure factor is unchanged, $\delta\Omega/\Omega=\mathrm{tr}\,\varepsilon$, and $\delta G=-\sum_{ab}\varepsilon_{ab}G_aG_b/G$. Hence

$$\delta\tau_c(\mathbf G)=-\frac{S(\mathbf G)}{\Omega}\sum_{ab}\varepsilon_{ab}\left[\delta_{ab}t(G)+\frac{G_aG_b}{G}t'(G)\right].$$

To compare with real space, note that $(x_ax_b/x)\tau_c'=x_b\partial_a\tau_c$. Integration by parts gives

$$\int e^{-i\mathbf G\cdot\mathbf x}x_b\partial_a\tau_c\,d^3x
=-\delta_{ab}t+iG_a\int x_be^{-i\mathbf G\cdot\mathbf x}\tau_c\,d^3x
=-\delta_{ab}t-\frac{G_aG_b}{G}t'.$$

The last step uses $\int x_be^{-i\mathbf G\cdot\mathbf x}\tau_c\,d^3x=i\,\partial t/\partial G_b$. The volume term is thus already contained in the real-space derivative; adding it there would count it twice. In reciprocal space the energy derivative is

$$\int v_\tau\sum_{\mathbf R}\frac{x_ax_b}{x}\tau_c'\,d^3r=-\sum_{\mathbf G}v_\tau(\mathbf G)^*S(\mathbf G)\left[\delta_{ab}t+\frac{G_aG_b}{G}t'\right],$$

where $v_\tau(\mathbf r)=\sum_{\mathbf G}v_\tau(\mathbf G)e^{i\mathbf G\cdot\mathbf r}$. At $\mathbf G=0$ the second term in the bracket is zero.

**Q:** You still have to strain the density gradient. Does the core density appear there a second time?

**A:** It appears through $\delta n$, and one integration by parts collects it. Let $e_n=\partial e/\partial n$ and $e_s=\partial e/\partial s$. The changed derivative and the changed density give

$$\delta s=-2\sum_{ab}\varepsilon_{ab}\partial_an\,\partial_bn+2\nabla n\cdot\nabla\delta n .$$

Since $\delta n$ at fixed $\mathbf r_0$ is periodic, the boundary terms cancel and

$$\int2e_s\nabla n\cdot\nabla\delta n\,d^3r=-2\int\delta n\,\nabla\cdot(e_s\nabla n)\,d^3r .$$

With $V=e_n-2\nabla\cdot(e_s\nabla n)$, the variation is

$$\delta E_{xc}=\int\Big[(\mathrm{tr}\,\varepsilon)e+V\delta n+v_\tau\delta\tau-2e_s\sum_{ab}\varepsilon_{ab}\partial_an\,\partial_bn\Big]d^3r .$$

Inserting the valence and core changes yields

$$\begin{aligned}
\frac{dE_{xc}}{d\varepsilon_{ab}}={}&\delta_{ab}\int(e-Vn_v-v_\tau\tau_v)\,d^3r-2\int e_s\,\partial_an\,\partial_bn\,d^3r\\
&-2\int v_\tau\tau_{ab}\,d^3r+\int V\sum_{\mathbf R}\frac{x_ax_b}{x}n_c'\,d^3r
+\int v_\tau\sum_{\mathbf R}\frac{x_ax_b}{x}\tau_c'\,d^3r .
\end{aligned}$$

The first line multiplies $V$ by $n_v$, not by the total density, because the core response stands separately. If $v_\tau=0$, the GGA stress with a rigid partial core remains.

**Q:** Give me a case where I can see that the core kinetic term is needed.

**A:** Take $e=\tau$. Then $v_\tau=1$ and $V=e_s=0$. The energy is the valence kinetic energy plus a constant, because rigid cores keep their kinetic energy. The volume term is $\delta_{ab}\int(\tau-\tau_v)=\delta_{ab}T_c$, where $T_c$ is the integral of all core $\tau_c$ in the cell. The core response is

$$\int\sum_{\mathbf R}x_b\partial_a\tau_c\,d^3r=-\delta_{ab}T_c .$$

These cancel, leaving $-2\int\tau_{ab}$, the usual kinetic stress integral. Without the core response, a constant energy would exert a pressure.

A second limit has no valence electrons and cores that do not overlap. Moving the atoms apart then changes no local environment, so $E_{xc}$ is constant and all its strain terms must cancel. Large cancelling terms are therefore to be expected when the core density is large.

**Q:** So far the coefficients have been frozen. In the real calculation they relax, and the PAW spheres have their own functionals.

**A:** Relaxation enters through a stationarity condition. An orbital variation of the smooth $\tau$ energy gives the operator $-\tfrac12\nabla\cdot(v_\tau\nabla)$, which must be in the Hamiltonian. The one-centre energies use frozen partial waves and rigid spheres. Their semilocal and $\tau$-dependent parts therefore depend on strain through

$$\rho_{ij}=\sum_nf_n\langle\psi_n|p_i\rangle\langle p_j|\psi_n\rangle .$$

Let $D_{ij}=\partial E/\partial\rho_{ij}$, and write the overlap as $1+\sum_{ij}|p_i\rangle q_{ij}\langle p_j|$. The orbitals make

$$L=E-\sum_nf_n\epsilon_n\left(\langle\psi_n|1+\sum_{ij}|p_i\rangle q_{ij}\langle p_j|\,|\psi_n\rangle-1\right)$$

stationary. The first-order change of their coefficients thus drops out. The explicit changes of the projectors remain:

$$\left(\frac{dE}{d\varepsilon_{ab}}\right)_{1c}=\sum_{nij}f_n(D_{ij}-\epsilon_nq_{ij})\frac{d}{d\varepsilon_{ab}}\big(\langle\psi_n|p_i\rangle\langle p_j|\psi_n\rangle\big)_C .$$

The subscript $C$ means fixed coefficients. The plane-wave part of the overlap is unchanged by strain, so it gives no further term. For an $s$ projector with transform $p(q)$,

$$\frac{d\langle p|\psi\rangle}{d\varepsilon_{ab}}=\frac1{\sqrt\Omega}\sum_{\mathbf q}C_{\mathbf q}e^{i\mathbf q\cdot\mathbf R}\left[-\tfrac12\delta_{ab}p-\frac{q_aq_b}{q}p'\right].$$

A higher angular momentum also requires the derivative of its spherical harmonic. No separate sphere-volume stress of the one-centre functional is to be added. Incomplete self-consistency, or a Hamiltonian without the $v_\tau$ operator, invalidates the argument.

**Q:** Could I include $n_c$ but leave out $\tau_c$ altogether, and so avoid its stress?

**A:** That defines another energy and can take the functional outside its physical domain. For orbitals, $\nabla n_v=2\,\mathrm{Re}\sum f_n\psi_n^*\nabla\psi_n$, and the Cauchy–Schwarz inequality gives $|\nabla n_v|^2\le8n_v\tau_v$. If the core pair also obeys $|\nabla n_c|^2\le8n_c\tau_c$, then

$$\frac{|\nabla n_v+\nabla n_c|^2}{8(n_v+n_c)}\le\frac{|\nabla n_v|^2}{8n_v}+\frac{|\nabla n_c|^2}{8n_c}\le\tau_v+\tau_c .$$

The same inequality adds the cores of different atoms. With $\tau_c$ missing, the second step is lost.

**Q:** I want numbers, with a core whose two functions belong together.

**A:** Take a Gaussian $s^2p^6$ shell with $a=1.0\ \mathrm{bohr}^{-2}$ and $g=(a/\pi)^{3/2}e^{-ax^2}$. Its orbitals are $\phi_s=\sqrt g$ and $\phi_i=\sqrt{2a}\,x_i\phi_s$. Since $\nabla\phi_s=-a\mathbf x\phi_s$, the doubly occupied $s$ orbital contributes $a^2x^2g$ to $\tau_c$. The three $p$ orbitals contribute $2ag(3-2ax^2+a^2x^4)$. Thus

$$n_c=g(2+4ax^2),\qquad \tau_c=ag(6-3ax^2+2a^2x^4).$$

The rest is a model crystal, not a material. Its cell vectors are $(6,0,0)$, $(0.6,6.5,0)$ and $(0.3,0.8,7)$ bohr, so $\Omega=6\times6.5\times7=273\ \mathrm{bohr}^3$. Equal atoms sit at fractional positions $(0,0,0)$ and $(0.45,0.55,0.40)$. Each has a well $-e^{-0.5x^2}$ hartree, a normalized projector proportional to $e^{-0.8x^2}$, an overlap charge 0.1 and a one-centre energy $0.2\rho+0.05\rho^2$ hartree, with $x$ in bohr.

Two doubly occupied bands are taken at fractional $\mathbf k=(0.25,0.25,0.25)$. The functional is TPSS exchange. Correlation and all Hartree and other electrostatic terms are left out.

I solved the generalized eigenproblem self-consistently with 150 plane waves, chosen by a 5 hartree cutoff before strain. Fields and integrals used a $25^3$ Fourier grid. The gap at this $\mathbf k$ is 0.238 hartree. The exchange contributions to $dE/d\varepsilon_{ab}$, in hartree, are:

| term | $zz$ | $yz$ |
|---|---:|---:|
| volume | −7.3715 | 0.0000 |
| density gradient | 0.3470 | 0.0048 |
| $v_\tau$ tensor | −0.0155 | 0.0005 |
| core density | 7.8944 | −0.0038 |
| core $\tau$ | −0.2274 | 0.0026 |
| sum | 0.6270 | 0.0041 |

On a $35^3$ grid with the same orbitals, no component of the sum changes by more than about $5\times10^{-5}$ hartree.

**Q:** The celebrated tensor is tiny. The core term is fifteen times larger in $zz$. Is $v_\tau$ concentrated in the core?

**A:** Not at its centre. Here $v_\tau$ is nearly zero at the nuclei and far from all atoms, and it peaks in a shell about 1.2 to 1.6 bohr from each atom. The valence electrons sample that shell too. The averages, weighted by each kinetic-energy density, show that the location of $v_\tau$ is not the main reason. The core-$\tau$ trace is $-0.6838$ hartree, and $\int v_\tau\tau_c=0.3356$ hartree. The core kinetic energy follows from harmonic-oscillator orbitals: $3a/4$ for each $s$ electron and $5a/4$ for each $p$ electron. One atom has $2(3a/4)+6(5a/4)=9a$, so two have 18 hartree. The weighted mean of $v_\tau$ is $0.3356/18=0.0186$.

For the valence, the trace of the tensor term is $-0.0458$ hartree, so $\int v_\tau\tau_v=0.0229$ hartree. The smooth orbital kinetic energy is 1.333 hartree, giving a mean of $0.0229/1.333=0.0172$. The two means are close; the core has 13.5 times the kinetic energy. A third factor enters. The tensor trace is exactly $-2\int v_\tau\tau_v$, whereas the core trace is $-3\int v_\tau\tau_c$ for constant $v_\tau$ but not in general; here the factor is $-0.6838/0.3356=-2.04$. The ratio of the traces is thus $13.5\times(0.0186/0.0172)\times(2.04/2)\approx14.9$. That it lies close to 13.5 depends on this factor happening to be near 2; a constant $v_\tau$ would give about 20. This ratio belongs to the chosen core and would change with a softer partial core.

**Q:** Can the trace be understood without adding the five terms?

**A:** For exchange, yes. Let $\varepsilon_{ab}=\eta\delta_{ab}$. If every density were stretched, $n$ would change by $-3\eta n$ and $\tau$ by $-5\eta\tau$: three powers come from volume and two from gradients. TPSS exchange obeys uniform coordinate scaling, so $E_x$ would become $E_x/(1+\eta)$, with derivative $-E_x$. Rigid cores differ from stretched ones by $\eta(3n_c+xn_c')$ and $\eta(5\tau_c+x\tau_c')$. Therefore

$$\sum_a\frac{dE_x}{d\varepsilon_{aa}}=-E_x+\int V\sum_{\mathbf R}(3n_c+xn_c')\,d^3r+\int v_\tau\sum_{\mathbf R}(5\tau_c+x\tau_c')\,d^3r .$$

Here this reads $9.5620-8.6690+0.9943=1.8873$ hartree. The last integral also supplies the number used above: $(0.9943+0.6838)/5=0.3356$ hartree. Correlation does not share this simple scaling, so the identity must not be used for a full exchange-correlation functional.

**Q:** And what would a wrong core term do to the pressure?

**A:** The exchange contribution is

$$P_x=-\frac{1.8873}{3\times273}=-2.304\times10^{-3}\ \mathrm{hartree/bohr^3}=-67.8\ \mathrm{GPa}.$$

Omitting the core-$\tau$ response shifts it by $-0.6838/(3\times273)$ hartree/bohr³, or $-24.6$ GPa. Replacing that response by $-\delta_{ab}\int v_\tau\tau_c$, as if $\tau_c$ were diluted like the valence density, makes its trace $-3(0.3356)=-1.0068$ hartree. The shift is then $(1.0068-0.6838)/(3\times273)$ hartree/bohr³, or $+11.6$ GPa. Both shifts are relative to the correct $P_x$ at the same orbitals. The replacement would be right for constant $v_\tau$, as the case $e=\tau$ showed; here $v_\tau$ varies across the core.

**Q:** A pressure of $-67.8$ GPa sounds like a crystal far from equilibrium.

**A:** It is one part of the stress. For $zz$, the orbital kinetic, local-well, one-centre and exchange terms give

$$-0.9153+0.6677-0.3914+0.6270=-0.0120\ \text{hartree}.$$

This total is about fifty times smaller than the exchange part. The $xx$ and $yy$ totals are $0.0321$ and $0.0298$ hartree, about twenty times smaller than theirs, and the total pressure is $-(0.0321+0.0298-0.0120)/(3\times273)$ hartree/bohr³, or $-1.8$ GPa. The shear components show no such cancellation: the $xz$ total is $0.0474$ hartree, about 5 GPa, against an exchange part of $0.0182$ hartree, so the cell shape is not relaxed. For the diagonal components, an error in one term need not be small beside the sum. Omitting the core-$\tau$ response would change the total pressure to $-26.4$ GPa and the $zz$ component to $+0.2154$ hartree, reversing its sign; the $xx$ and $yy$ components would keep theirs. Raising the cutoff to 11 hartree moves the totals by about $2\times10^{-4}$ hartree and the pressures by about 0.1 GPa, and changes no sign. The comparison holds for this model; it is not an estimate for a real solid.
